\section*{Exact lumping of surface Markov chains and roughness in atomic layer deposition}

Let $X(t)$ be a continuous-time Markov chain on a finite set of surface configurations. For $x\neq y$ the number $q(x,y)\ge 0$ is the transition rate from $x$ to $y$, and $q(x,x)=-\sum_{y\neq x}q(x,y)$, so that every row of the generator $Q$ sums to zero. Rates are constant in time. Probability vectors are rows, hence $p(t)=p(0)e^{tQ}$. The configurations are divided into disjoint classes $A,B,\dots$, and $A(x)$ denotes the class that contains $x$. The indicator matrix $V$ has one row per configuration and one column per class, with $V(x,B)=1$ if $x\in B$ and $0$ otherwise. The class probabilities are then the entries of $p(t)V$.

The condition to be studied is that, for every pair of different classes,
\begin{equation}
\sum_{y\in B}q(x,y)=\hat q(A,B)\qquad\text{for all }x\in A,\quad B\neq A .
\label{eq:cond}
\end{equation}
Individual rates may differ within a class; the total rates into each other class may not. Rates between members of one class are unrestricted. The claim is that under (\ref{eq:cond}) the class process $A(X(t))$ is itself a Markov chain, with rates $\hat q(A,B)$, for every initial distribution. This property is called ordinary, or strong, lumpability.

The condition says nothing directly about the diagonal, but the zero row sums supply it. For $x\in A$,
\begin{equation}
\sum_{y\in A}q(x,y)=-\sum_{B\neq A}\sum_{y\in B}q(x,y)=-\sum_{B\neq A}\hat q(A,B)\equiv\hat q(A,A),
\end{equation}
which is again the same for all $x\in A$. The matrix $\hat Q$ has non-negative off-diagonal entries and zero row sums, so it is a generator. Since $(QV)(x,B)=\sum_{y\in B}q(x,y)$ and $(V\hat Q)(x,B)=\hat q(A(x),B)$, condition (\ref{eq:cond}) is equivalent to
\begin{equation}
QV=V\hat Q .
\label{eq:inter}
\end{equation}
If $Q^nV=V\hat Q^n$, then $Q^{n+1}V=QV\hat Q^n=V\hat Q^{n+1}$. Induction and summation of the exponential series give
\begin{equation}
e^{tQ}V=Ve^{t\hat Q}.
\label{eq:semi}
\end{equation}

Equation (\ref{eq:semi}) fixes the class probabilities at one time. The Markov property concerns histories, so joint probabilities are needed. Let $D_A$ be the diagonal matrix that keeps configurations in $A$ and sets the others to zero, and let $E_A$ be the diagonal matrix that keeps the single class $A$. Both $D_AV$ and $VE_A$ have the entry $1$ at $(x,B)$ when $x\in A$ and $B=A$, and $0$ elsewhere, so $D_AV=VE_A$. Write $\mathbf 1$ and $\hat{\mathbf 1}$ for columns of ones over configurations and classes; each configuration lies in one class, so $\mathbf 1=V\hat{\mathbf 1}$. For times $t_1<\dots<t_m$ with $\tau_1=t_1$ and $\tau_j=t_j-t_{j-1}$,
\begin{align}
P(X(t_1)\in A_1,\dots,X(t_m)\in A_m)
&=p(0)e^{\tau_1Q}D_{A_1}\cdots e^{\tau_mQ}D_{A_m}V\hat{\mathbf 1}\nonumber\\
&=p(0)V\,e^{\tau_1\hat Q}E_{A_1}\cdots e^{\tau_m\hat Q}E_{A_m}\hat{\mathbf 1}.
\label{eq:joint}
\end{align}
In the second line $V$ has been moved to the left through one factor at a time. The result is the joint law of a Markov chain with generator $\hat Q$ and initial distribution $p(0)V$, which proves the claim.

The converse needs a careful wording. Suppose that the class process is Markov for every initial distribution, with one common set of rates $r(A,B)$. Start in a single configuration $x\in A$. For $B\neq A$ and small $t$,
\begin{equation}
P_x(X(t)\in B)=t\sum_{y\in B}q(x,y)+O(t^2)=t\,r(A,B)+O(t^2).
\end{equation}
Dividing by $t$ and letting $t\to0$ gives (\ref{eq:cond}). For one special initial distribution the condition is not necessary. Take
\begin{equation}
Q=\begin{pmatrix}-4&1&3\\2&-3&1\\1&1&-2\end{pmatrix},\qquad A=\{1,2\},\quad B=\{3\},
\end{equation}
in arbitrary rate units. States 1 and 2 enter $B$ at the unequal rates 3 and 1. With $u=(\tfrac12,\tfrac12,0)$ and $w=(0,0,1)$, however, $uQ=-2u+2w$ and $wQ=2u-2w$. Started from $u$, the chain therefore keeps equal weights on states 1 and 2. Observing the class leaves $u$ or $w$ again, so every joint law is that of a two-state chain with rate 2 in each direction. Started from state 1 instead, the three-time probabilities at spacing 0.3 deviate from that chain by up to 0.048.

When (\ref{eq:cond}) is only approximately true, the error can be controlled. Let $\hat Q$ be any generator on the classes and put $D=QV-V\hat Q$. Then
\begin{equation}
\frac{d}{ds}\left[e^{(t-s)Q}Ve^{s\hat Q}\right]=-e^{(t-s)Q}De^{s\hat Q}.
\end{equation}
Integration from $s=0$ to $s=t$ and a change of sign give
\begin{equation}
e^{tQ}V-Ve^{t\hat Q}=\int_0^t e^{(t-s)Q}\,D\,e^{s\hat Q}\,ds .
\label{eq:duh}
\end{equation}
Multiply by $p(0)$ from the left. The row $p(0)e^{(t-s)Q}$ is a probability vector, and $e^{s\hat Q}$, whose entries are non-negative with unit row sums, cannot increase the sum of absolute values of a row. Hence
\begin{equation}
\sum_B\left|\bigl(p(0)e^{tQ}V-p(0)Ve^{t\hat Q}\bigr)(B)\right|\le t\max_x\sum_B|D(x,B)| .
\label{eq:bound}
\end{equation}

Now consider a precursor pulse on a row of $N$ reactive sites closed into a ring. A molecule adsorbs at rate $k$ on a site if that site and both its neighbours are empty, and it then stays. With $K\ge1$ adsorbates the row contains $K$ gaps, where a gap of length $g\ge1$ is a run of $g$ empty sites between successive adsorbates. The two end sites of a gap are blocked, so $\max(g-2,0)$ sites can react. Adsorption on one of them replaces
\begin{equation}
g\;\longrightarrow\;(a,\;g-1-a),\qquad a=1,\dots,g-2,
\label{eq:split}
\end{equation}
with rate $k$ for each $a$. The empty ring goes to the single gap $N-1$ at rate $Nk$. These rates depend on which gap lengths are present, but not on their order around the ring. The unordered list of gap lengths therefore satisfies (\ref{eq:cond}). It also determines $K$, which is the number of entries.

This lumping is coarser than the one given by symmetry. For $N=12$ the orders $(1,1,3,3)$ and $(1,3,1,3)$ are not related by rotation or reflection, yet they belong to the same gap class. The ring has 322 configurations, 26 symmetry classes and 22 gap classes. On it, the generator built from the site rules and the one built from (\ref{eq:split}) satisfy (\ref{eq:inter}) without any difference. Three-time probabilities from a randomly chosen initial distribution agree to $3\times10^{-17}$. For $N=30$ the reduction is from 1,860,498 configurations to 1040 classes.

The number of adsorbates alone is too coarse. At $N=12$ and $K=2$, the gaps $(1,9)$ leave 7 reactive sites while $(2,8)$ leave 6. At $K=4$ the total rate ranges from zero for $(2,2,2,2)$ to $3k$ for $(1,1,1,5)$. A configuration with total rate $r$ survives a time $\tau$ with probability $e^{-r\tau}$, so a long stay at one count selects the slow configurations. The count thus remembers how long it has been constant. Starting from an empty ring, consider the probability that $K$ remains 4 between $kt=2$ and $kt=3$. It is 0.4665 if $K$ was already 4 at $kt=1$, but 0.3766 if $K$ was then 3.

A count-only chain can still be forced by averaging the rates uniformly over all configurations of given $K$. Without hopping it fails qualitatively at long times. For $K=5$ the gaps $(1,1,1,1,3)$ admit one more molecule and $(1,1,1,2,2)$ admit none, but the averaged rate is positive for both. At $kt=50$ the averaged chain has reached the maximum count of 6.000, whereas the true mean is 5.188. The averaged chain describes the opposite limit, in which hopping is much faster than adsorption and spreads the probability evenly over the configurations of given $K$.

Desorption and hopping in general destroy the gap lumping, because both involve adjacent gaps; rings of nine or fewer sites, where the gap list fixes the order up to symmetry, are an exception. Removing an adsorbate joins gaps $a$ and $b$ into one of length $a+b+1$. From the order $(1,1,3,3)$ this can produce a gap of 3, 5 or 7; from $(1,3,1,3)$ it produces 5 in every case. A hop changes $(a,b)$ into $(a-1,b+1)$ or the reverse, and only the first order can reach the list $\{1,1,2,4\}$. Symmetry classes survive: if $\sigma$ is a rotation or reflection, $q(\sigma x,\sigma y)=q(x,y)$, and a symmetry class $B$ is mapped onto itself, so $\sigma x$ and $x$ have the same total rate into $B$.

The mean coverage $\theta=\langle K\rangle/N$ can be found independently for an infinite row that starts empty. Let $E_n$ be the probability that $n\ge2$ given consecutive sites are empty. Each of the $n-2$ inner sites can react whenever the string is empty. Each of the two end sites also needs its outer neighbour empty, which has joint probability $E_{n+1}$. Hence
\begin{equation}
\frac{dE_n}{dt}=-k\left[(n-2)E_n+2E_{n+1}\right].
\end{equation}
Write $E_n=e^{-(n-2)kt}\phi_n$ and $v=1-e^{-kt}$. The first term cancels, leaving $d\phi_n/dt=-2ke^{-kt}\phi_{n+1}$. Since $dv/dt=ke^{-kt}$, this is $d\phi_n/dv=-2\phi_{n+1}$ with $\phi_n=1$ at $v=0$. The $m$th derivative at $v=0$ is $(-2)^m$. At fixed $t$ the Taylor remainder after $m$ terms is at most $(2v)^me^{(n+m-2)kt}/m!$, because $E_{n+m}\le1$, and it vanishes as $m\to\infty$. Thus $\phi_n=e^{-2v}$ for all $n$. Adsorption needs three empty sites, so $d\theta/dt=kE_3=ke^{-kt}e^{-2v}$, or $d\theta/dv=e^{-2v}$. Therefore
\begin{equation}
\theta(t)=\tfrac12\left\{1-\exp\left[-2\left(1-e^{-kt}\right)\right]\right\}.
\label{eq:theta}
\end{equation}
For $kt\ll1$ this gives $\theta\simeq kt$, the result for unblocked sites. For $kt\to\infty$ the row jams at $\theta=(1-e^{-2})/2\simeq0.432$, below the close-packed value $\tfrac12$, because gaps of two sites can no longer be filled.

Roughness follows if each of $n$ deposition cycles starts from a fully regenerated, empty row and is independent of the earlier ones. Let $\eta_{ic}=1$ if site $i$ adsorbs in cycle $c$, and $0$ otherwise. Each adsorbate adds a height $h$, so $H_i=h\sum_c\eta_{ic}$, and the row mean is $\bar H=(h/N)\sum_cK_c$. Define the squared width as $W^2=N^{-1}\sum_iH_i^2-\bar H^2$. By rotational symmetry $H_i$ and $\bar H$ have the same mean, $nh\theta$, whose square cancels in the expectation. What remains is
\begin{equation}
\langle W^2\rangle=\mathrm{Var}(H_i)-\mathrm{Var}(\bar H)
=nh^2\left[\theta(1-\theta)-\frac{\mathrm{Var}(K)}{N^2}\right],
\label{eq:w}
\end{equation}
since $\mathrm{Var}(\eta_{ic})=\theta(1-\theta)$ and variances of independent cycles add. Only the mean and variance of $K$ enter, and the lumped chain supplies both. The rms width $W_{\rm rms}=\langle W^2\rangle^{1/2}$ grows as $\sqrt n$ without saturation.

For a numerical case take rough values for a bulky hafnium amide: mass 355 u, partial pressure 0.01 Torr, temperature 523 K, sticking probability 0.01 on a free site, and site spacing 0.45 nm. The impingement flux $p/\sqrt{2\pi mk_BT}$, with $p$ the pressure and $m$ the molecular mass, is $8.15\times10^3\ \mathrm{nm^{-2}\,s^{-1}}$. Multiplied by the sticking probability and the site area,
\begin{equation}
k=0.01\times8.152\times10^3\times(0.45)^2\ \mathrm{s^{-1}}=16.5\ \mathrm{s^{-1}} .
\end{equation}
A pulse of 0.10 s gives $kt=1.65$. For $N=30$ the lumped chain yields $\langle K\rangle=12.02$ and $\mathrm{Var}(K)=0.957$, hence $\theta=0.4007$, in agreement with (\ref{eq:theta}) to all six printed decimals. With $h=0.25$ nm the growth per cycle is 0.100 nm, and 100 cycles give 10.0 nm. Equation (\ref{eq:w}) becomes
\begin{equation}
\langle W^2\rangle=100\times(0.25\ \mathrm{nm})^2\times(0.2401-0.0011)=1.49\ \mathrm{nm^2},
\end{equation}
so $W_{\rm rms}=1.22$ nm. Direct simulation of 2000 rows gives 1.224 nm. Blocking reduces $\mathrm{Var}(K)$ to 0.13 of the value $N\theta(1-\theta)$ for independent sites at the same coverage. Compared with independent sites at equal coverage, it therefore makes the row-mean thickness more uniform, with a standard deviation of 0.08 nm, but hardly changes the width within a row, where $\theta(1-\theta)$ dominates.

For the barriers assumed next, thermal motion matters little during this pulse. With an attempt rate of $10^{13}\ \mathrm{s^{-1}}$ and assumed barriers of 1.6 eV for desorption and 1.4 eV for hopping, the rates are 0.0038 and 0.32 $\mathrm{s^{-1}}$, the latter for each open direction. On the 12-site ring they change the coverage by $-0.01\,\%$ and $+0.08\,\%$ of its value. The summed absolute error of the gap-class probabilities is 0.017, well inside the bound 0.52 from (\ref{eq:bound}), which uses the worst configuration at all times. During a 5 s purge 1.9 % of the adsorbates desorb. These figures are sensitive to the assumed barriers: a desorption barrier of 1.5 or 1.4 eV raises the purge loss to $16\,\%$ or $80\,\%$, and a hopping barrier of 1.2 eV raises the coverage after the pulse by $2\,\%$. Hopping is then no longer rare, but it conserves $K$ and so leaves (\ref{eq:w}) unchanged.

Geometry and memory between cycles matter more. With $k$ and the pulse held fixed, nearest-neighbour blocking on a square lattice lowers the simulated coverage to 0.329, and blocking of second neighbours along the row lowers it to 0.263. These are 18 % and 34 % below the row value. Amide-based hafnium oxide processes typically grow at roughly 0.1 nm per cycle; the agreement here reflects the chosen $h$ and is no prediction. One hafnium atom per adsorbate at the bulk oxide density, about 28 per $\mathrm{nm^3}$, would instead give $h\simeq0.18$ nm and 0.07 nm per cycle. Smooth amorphous films about 10 nm thick have a measured roughness of a few tenths of a nanometre, again roughly. The value 1.22 nm is a width between single sites, and how much of it a measurement sees depends on the method. Averaging heights over neighbouring sites reduces it. Two adjacent sites never both adsorb in one cycle, so their joint count is 0 or 1 with mean $2\theta$. The mean height of such a pair therefore has the standard deviation $(h/2)\sqrt{2n\theta(1-2\theta)}=0.50$ nm, and for the mean of the whole row the value is only 0.08 nm. Common methods do not average heights in this way. Specular X-ray reflectivity responds to the laterally averaged density profile, whose width here is the full 1.2 nm, and a spherical tip of radius 2 to 10 nm drawn along the row follows an upper envelope with an rms of 0.6 to 0.7 nm. Independent cycles also imply an rms step of $h\sqrt{2n\theta}=2.2$ nm, about nine layers, between sites 0.45 nm apart, where in-plane blocking and a regenerated flat row no longer describe the surface. The assumption of independent cycles is therefore a reference case and not a model of a real 10 nm film. Memory between cycles changes the width between sites. As a trial rule, let the adsorption rate of a site be halved for each layer by which it stands above the mean of its two neighbours, and doubled for each layer below. The simulated width after 100 cycles then falls to 0.25 nm, while the thickness changes only to 10.2 nm. This width has not saturated: on a ring of 300 sites it is 0.26 nm after 100 cycles and 0.35 nm after 400. This rule is not derived from surface chemistry, but it shows that memory can greatly reduce the width between sites. It also breaks the gap lumping, because sites in gaps of equal length no longer share one rate; the heights must then be part of the configuration. The remaining digits are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
12-site ring: states 322, symmetry classes 26, gap classes 22
30-site ring: states 1860498, gap classes 1040
largest three-time probability error: 2.8e-17
rate spread in count classes: 3 k
rate spread in gap classes, desorption: 2 k_des
rate spread in gap classes, hopping: 2 k_hop
exit rates, gaps (1,9) and (2,8): 7.000 k, 6.000 k
12 sites, times kt = 1, 2, 3; chance that K stays 4 from 2 to 3:
  if K was 4 at kt = 1: 0.4665
  if K was 3 at kt = 1: 0.3766
3-state example, error from special start: 2.8e-17
3-state example, error from other start: 0.0483
temperature: 523 K
precursor pressure: 0.01 Torr
precursor mass: 355 u
sticking on a free site: 0.01
site spacing: 0.45 nm
pulse: 0.10 s; purge: 5 s
height per adsorbate: 0.25 nm; cycles: 100
impingement flux: 8.152e+03 per nm2 per s
adsorption rate k: 16.508 per s; dose kt: 1.6508
mean count K: 12.0203; variance: 0.9567
coverage, 30 sites: 0.400676
coverage, infinite row: 0.400676
coverage, 12 sites minus infinite: 1.3e-07
count variance / independent-site value: 0.1328
growth per cycle: 0.1002 nm
mean thickness: 10.017 nm
rms width W, lumped chain: 1.2224 nm
rms width W, simulation: 1.2236 nm
std of row-mean thickness, lumped: 0.0815 nm
std of row-mean thickness, simulation: 0.0798 nm
12 sites, K after pulse: true 4.8081, count-only 4.9459
12 sites, K at kt = 50: true 5.1880, count-only 6.0000
attempt rate: 1e+13 per s
desorption: barrier 1.6 eV, rate 3.82e-03 per s
hopping: barrier 1.4 eV, rate 0.323 per s
12 sites, L1 error of gap classes: 0.0166; bound: 0.5198
coverage change by desorption in pulse: -0.0109 %
coverage change by hopping in pulse: 0.0841 %
adsorbates lost in purge: 1.89 %
coverage on square lattice, simulation: 0.3286
coverage, second neighbours blocked too: 0.2628
smoothing: rate factor 0.5 per excess layer
  rms width W with smoothing: 0.2503 nm
  mean thickness with smoothing: 10.173 nm
\end{verbatim}
